# Mogab's loading law: plasma etch rate against exposed film area

An etch time measured on one wafer can be too short when the reactor is filled. In the batch reactor worked out below, taken as perfectly mixed, one wafer loses silicon at 42 nm/min, so 400 nm take about 9.5 min. With twenty wafers at the same plasma settings the model gives 26 nm/min, and the same 9.5 min remove only about 245 nm. The wafers share a limited supply of etchant, and each takes some away from the others. Mogab's model turns this into a law with one new constant, an area.

The rate is inversely proportional to one plus a ratio of two areas. What stands beside the one is the exposed area divided by a characteristic area of the reactor and its chemistry.

## Setting and assumptions

A plasma of volume $V$ produces etchant atoms at a rate $G$ per unit volume. Their density is $n$. A film with $N$ atoms per unit volume is exposed over an area $A$, which excludes whatever a mask covers. Each film atom leaves in a product molecule that holds $s$ etchant atoms. The etch rate $R$ is the depth removed per unit time. The assumptions are:

1. The gas is well mixed, so one density $n$ describes it.
2. All losses of etchant other than etching (recombination, pumping, walls) are together first order, $n/\tau$ per unit volume, with lifetime $\tau$.
3. An etchant atom that reaches the film ends in product with a small probability $\gamma$, and otherwise returns to the gas as etchant. No other reactant or ion supply limits the rate.
4. $G$, $\tau$ and $\gamma$ do not depend on $A$.

## Lemma 1: rate and consumption at the film

**Lemma.** For a Maxwellian gas of atoms of mass $m$ at temperature $T$, with mean speed $\bar v=\sqrt{8k_BT/\pi m}$,
$$R=\beta n,\qquad \beta=\frac{k}{sN},\qquad k=\frac{\gamma\bar v}{4},$$
and the film consumes $kn$ etchant atoms per unit area and time.

**Proof.** Atoms with velocity component $v_z>0$ towards the surface arrive at the rate
$$\Gamma=n\int_0^\infty v_z\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv_z^2/2k_BT}\,dv_z .$$
Since $\int_0^\infty v_z e^{-mv_z^2/2k_BT}dv_z=k_BT/m$, this is
$$\Gamma=n\sqrt{\frac{k_BT}{2\pi m}}=\frac n4\sqrt{\frac{8k_BT}{\pi m}}=\frac{n\bar v}{4}.$$
A fraction $\gamma$ reacts, so $\gamma n\bar v/4=kn$ atoms are consumed per area and time. In the same time and area $NR$ film atoms leave, and they bind $sNR$ etchant atoms. Hence $sNR=kn$. $\square$

**Remark.** The flux is slightly changed because fewer atoms return than arrive. Treat the arriving and returning atoms as two half-Maxwellians, with fluxes $\Gamma$ and $(1-\gamma)\Gamma$. A full Maxwellian has density $n$, half of it moving each way, and one-way flux $n\bar v/4$. Each half therefore contributes a density $2/\bar v$ times its flux. The density at the surface is then $n=(2\Gamma/\bar v)(2-\gamma)$, and
$$\Gamma=\frac{n\bar v}{4(1-\gamma/2)}.$$
For small $\gamma$ the relative correction is $\gamma/2$, which is neglected.

## Theorem: the loading law

**Theorem.** Under assumptions 1 to 4 the steady etch rate is
$$R(A)=\frac{R_0}{1+A/A_*},\qquad R_0=\beta G\tau,\qquad A_*=\frac{V}{k\tau}=\frac{4V}{\gamma\bar v\tau}.$$
At constant $A$ the density approaches its steady value exponentially, with time constant $\tau_A=\tau/(1+A/A_*)$.

**Proof.** Count the etchant atoms in the whole volume. Generation adds $GV$ per unit time, the other losses remove $nV/\tau$, and by the lemma the film removes $knA$:
$$V\frac{dn}{dt}=GV-\frac{nV}{\tau}-knA .$$
Divide by $V$ and collect the terms in $n$:
$$\frac{dn}{dt}=G-n\left(\frac1\tau+\frac{kA}{V}\right)=G-\frac n\tau\left(1+\frac{k\tau A}{V}\right)=G-\frac{n}{\tau_A}.$$
The last step uses $k\tau/V=1/A_*$. The solution is
$$n(t)=G\tau_A+\left[n(0)-G\tau_A\right]e^{-t/\tau_A},$$
which tends to $G\tau_A=G\tau/(1+A/A_*)$. Multiplication by $\beta$ gives the law. $\square$

**Meaning of $A_*$.** At $A=A_*$ the film destroys etchant as fast as all other losses together, because $kA_*/V=1/\tau$, and the rate is half of $R_0$. For $A\ll A_*$ the other losses fix the density and $R\approx R_0(1-A/A_*)$. For $A\gg A_*$ nearly every atom generated ends in the film and $R\approx R_0A_*/A$. Only in this second limit is the rate inversely proportional to the area. A long lifetime makes $R_0$ large but $A_*$ small, so a reactor that wastes little etchant is also the more sensitive to its load.

The share of generated atoms that the film takes is
$$\frac{knA}{GV}=\frac{k\tau A/V}{1+A/A_*}=\frac{A/A_*}{1+A/A_*}.$$

## Corollaries: straight line, etch time and clearing

**Straight line.** Inverting the law gives $1/R=1/R_0+A/(R_0A_*)$. In the product
$$R_0A_*=\beta G\tau\,\frac{V}{k\tau}=\frac{k}{sN}\,\frac{GV}{k}=\frac{GV}{sN}$$
both $k$ and $\tau$ cancel, so
$$\frac1R=\frac1{R_0}+\frac{sN}{GV}\,A .$$
Rates measured at several loads, with the plasma settings held fixed, yield $A_*$ as intercept divided by slope. Within the well-mixed model the slope gives $G$ without knowledge of $\gamma$ or $\tau$. The volume of film removed per unit time, $AR$, rises with $A$ towards $GV/(sN)$.

**Etch time.** Let the plasma start with $n(0)=0$. The depth after time $t$ is
$$\int_0^t\beta n\,dt'=R(A)\left[t-\tau_A\left(1-e^{-t/\tau_A}\right)\right].$$
For $t\gg\tau_A$ the exponential is negligible, and a depth $h$ takes
$$t_h=\frac{h}{R(A)}+\tau_A=\frac{h}{R_0}\left(1+\frac{A}{A_*}\right)+\tau_A .$$

**Clearing.** Suppose most of the film is gone and an area $A'$ remains, over a layer that does not consume etchant. The rate on the remainder then rises by the factor $(1+A/A_*)/(1+A'/A_*)$. Overetching is therefore faster than the main etch, and so is lateral attack under a mask if it too is proportional to $n$.

## Proposition 1: for evenly spread film, finite diffusion leaves the form intact

Let the plasma fill a gap $L$ between plates of area $S$, so that $V=SL$. Smear the exposed film evenly over the lower plate, with coverage $\varphi=A/S$. Let $D$ be the diffusion coefficient, and let all losses other than etching act in the gas.

**Proposition.** With $x=L/\sqrt{D\tau}$,
$$\frac{R_0}{R}=1+\frac{A}{A_*}\,x\coth x .$$

**Proof.** In the steady state
$$D\frac{d^2n}{dz^2}-\frac n\tau+G=0,\qquad n'(L)=0,\qquad Dn'(0)=\varphi k\,n(0).$$
The last condition equates the diffusive flux into the lower plate with the consumption there. Put $\lambda=\sqrt{D\tau}$ and $n_0=G\tau$. The solution that is flat at $z=L$ is
$$n=n_0-C\cosh\frac{L-z}{\lambda},\qquad n'=\frac C\lambda\sinh\frac{L-z}{\lambda}.$$
At $z=0$ this gives $C=[n_0-n(0)]/\cosh x$. The condition at the film becomes
$$\frac D\lambda\,[n_0-n(0)]\tanh x=\varphi k\,n(0)\quad\Rightarrow\quad\frac{n_0}{n(0)}=1+\frac{\varphi k\lambda}{D}\coth x .$$
Here $\varphi=A/S$ and $A/A_*=k\tau A/(SL)=\varphi k\tau/L$, so
$$\frac{\varphi k\lambda}{D}=\frac{A}{A_*}\,\frac{L\lambda}{D\tau}=\frac{A}{A_*}\,\frac L\lambda=\frac{A}{A_*}\,x .$$
The etch rate follows the density at the film, so $R_0/R=n_0/n(0)$. $\square$

For $x\ll1$ the factor is $x\coth x\approx1+x^2/3$, and the well-mixed law returns. For $x\gg1$ it tends to $x$, and the effective loading area becomes $A_*/x=S\lambda/(k\tau)$. The gap has dropped out, because atoms born much farther than $\lambda$ from the film are lost on the way. A straight plot of $1/R$ against $A$ therefore does not prove that the gas is well mixed. For evenly spread film its slope is larger by the factor $x\coth x$, and a value of $G$ drawn from it is too small by the same factor. Separate wafers also deplete the gas just above themselves, which raises the intercept, bends the line slightly and can make the slope smaller than the well-mixed one, so that $G$ then comes out too large.

## Proposition 2: two ways in which assumptions 2 and 4 fail

**Displaced wall loss.** Let bare walls of total area $S_w$ destroy etchant with probability $\gamma_w$, and put $k_w=\gamma_w\bar v/4$. With gas and pumping losses $\nu$, the empty reactor has $1/\tau=\nu+k_wS_w/V$. If the film covers an area $A$ of wall, the total loss frequency is
$$\nu+\frac{k_w(S_w-A)}{V}+\frac{kA}{V}=\frac1\tau+\frac{(k-k_w)A}{V}.$$
Multiplying by $\tau$ gives
$$\frac{R_0}{R}=1+\frac{A}{A_*}\left(1-\frac{\gamma_w}{\gamma}\right).$$
The slope measures how much more the film takes than the wall it hides. For $\gamma_w=\gamma$ the loading effect vanishes, though the film still consumes etchant.

**Second-order loss.** If etchant atoms are lost in pairs, at a rate $k_2n^2$, the balance is $G=k_2n^2+kAn/V$. Without film $n_0=\sqrt{G/k_2}$. Define $\tau=1/(k_2n_0)$, so that again $G=n_0/\tau$. With $y=n/n_0$ and $a=k\tau A/V$, division by $G$ gives $y^2+ay=1$. The positive root is $y=(\sqrt{a^2+4}-a)/2$, and therefore
$$\frac{R_0}{R}=\frac1y=\frac{2}{\sqrt{a^2+4}-a}=\frac{a+\sqrt{a^2+4}}{2}.$$
This is not linear in $A$. It starts as $1+a/2$, half the slope of the first-order law, because the competing loss frequency per atom, $k_2n$, falls with the density, whereas $1/\tau$ in the first-order law stays fixed. For large $a$ it approaches $a$, since the film then takes nearly all that is generated under either law.

## Example: silicon in a fluorine plasma

Silicon is etched by fluorine atoms to SiF$_4$, so $s=4$. The plates are 60 cm across and 7 cm apart, which gives $S=2827$ cm$^2$ and $V=19792$ cm$^3$. The gas is fed as SF$_6$ at 200 sccm and held at 0.2 Torr and 300 K. The chosen round parameters are $\tau=0.3$ s, $\gamma=0.002$ and a fluorine density $n_0=5\times10^{14}$ cm$^{-3}$ without silicon, about 8 % of the gas. Hence $G=n_0/\tau=1.67\times10^{15}$ cm$^{-3}$ s$^{-1}$.

The mean speed of fluorine atoms is $5.78\times10^4$ cm/s, so $k=0.002\times5.78\times10^4/4=28.9$ cm/s. Eight atoms in the cubic cell of silicon give $N=4.99\times10^{22}$ cm$^{-3}$. Then
$$\beta=\frac{28.9}{4\times4.99\times10^{22}}=1.45\times10^{-22}\ \text{cm}^4/\text{s},$$
$R_0=\beta n_0$ is 43.4 nm/min, and
$$A_*=\frac{19792}{28.91\times0.3}=2282\ \text{cm}^2 .$$
A 100 mm wafer has 78.5 cm$^2$, so $A_*$ corresponds to 29 fully exposed wafers. At fixed $G$ and $\tau$ the law gives:

| Wafers | $1+A/A_*$ | $R$ (nm/min) |
|---|---|---|
| 1 | 1.034 | 42.0 |
| 5 | 1.172 | 37.0 |
| 10 | 1.344 | 32.3 |
| 20 | 1.688 | 25.7 |

Twenty wafers take $0.688/1.688=41$ % of all fluorine atoms generated. A depth of 400 nm needs 15.6 min, against 9.2 min at the unloaded rate. The start-up delay $\tau_A=0.3/1.688=0.18$ s is negligible beside this. Once nearly all the silicon has cleared, the remainder etches at up to 1.69 times the earlier rate in the well-mixed model.

Twenty wafers in 15.6 min make 77 wafers per hour, not counting handling. The limit for large area, $GV/(sN)$ divided by the silicon volume removed per wafer, is 189 per hour. This reactor cannot come near it, because its whole lower plate is only about $1.2A_*$.

## How far the neglected effects move the result

Each effect is taken alone, for twenty wafers, and compared with 25.7 nm/min.

**Diffusion.** A rough coefficient of 100 cm$^2$ Torr/s gives $D=500$ cm$^2$/s at 0.2 Torr. Then $x=7/\sqrt{500\times0.3}=0.57$ and $x\coth x=1.107$. With the silicon spread evenly over the plate, the rate falls to 24.6 nm/min, by 4 %. Separate wafers lose somewhat more, because each also depletes the gas just above itself. This local effect matters most when the wafers are few. For a lone disc of radius $a$ facing a wide gas, the density at the film is lower than far away by the factor $1+8ka/(3\pi D)$ on average, if the consumption is taken as uniform over the disc. With $a=5$ cm this is about 1.25, so a single wafer would etch at roughly 35 nm/min instead of the 42 in the table.

**Walls.** The feed renews the gas in 1.42 s, so pumping accounts for $1/1.42=0.70$ s$^{-1}$ of the total loss frequency $1/0.3=3.33$ s$^{-1}$. If all the rest occurs uniformly on the plates and side wall, then $\gamma_w=5.2\times10^{-4}$. The slope is multiplied by 0.74 and the rate becomes 28.7 nm/min, 12 % higher. This is the extreme case for uniform walls, since any loss in the gas lowers $\gamma_w$.

**Wafer temperature.** Let $\gamma$ vary as $e^{-E/k_BT}$ with a rough $E=0.11$ eV. Wafers 10 K hotter, with the gas unchanged, have $\gamma$ larger by 1.147. The etch rate grows only by the factor $1.147\times1.688/(1+0.688\times1.147)=1.08$, because the more reactive silicon also depletes the fluorine more.

**Feed gas.** The silicon binds $1.34\times10^{19}$ fluorine atoms per second, and $8.96\times10^{19}$ SF$_6$ molecules enter per second. The consumption uses up 2.5 % of the feed if each molecule gives all six atoms, and 15 % if each gives one. At fixed plasma settings this lowers the SF$_6$ density only in so far as the fluorine taken by silicon would otherwise have recombined to SF$_6$. If $G$ is proportional to the SF$_6$ density, these shares are therefore upper bounds on the fall of $G$ and $R$, and there is no fall if the other losses return no SF$_6$.

**Order of the loss.** If all other losses were second order, the same $G$ and $n_0$ would give $R_0/R=1.40$ instead of 1.69, hence a rate of 31 nm/min. Pumping stays first order, with a share $0.70/3.33=0.21$ of the loss in the empty reactor. The balance is then $0.79y^2+(0.21+0.688)y=1$, which gives $y=0.692$, $R_0/R=1.45$ and 30 nm/min. This is the largest shift of the five, but it needs a fast pair process, since three-body recombination of fluorine atoms in the gas is far too slow at 0.2 Torr. The flux correction $\gamma/2$ is 0.1 %.

## The model beside a real reactor

The pressure, the fluorine share and a reaction probability of some thousandths are in the rough regime of silicon etching by fluorine near room temperature. The value of $\gamma$ is close to that reported for fluorine atoms from sulfur-free sources, while much larger reaction probabilities are reported for SF$_6$ plasmas. With $\gamma$ twenty times larger, $A_*$ shrinks to about 1.5 wafers and the factor $1+8ka/(3\pi D)$ grows to about 6, so the well-mixed rates fail, above all for few wafers. Two further features of the example are not typical. Its rates are low, since many silicon processes run at hundreds of nanometres per minute or more. Its wafers are also fully exposed, while patterned wafers are partly masked. If the mask consumes no fluorine, twenty wafers with a quarter of their surface open count as five bare ones in the well-mixed model, which then gives 37 nm/min instead of 26.

In a real reactor $G$, $\tau$ and $\gamma$ need not stay fixed as the load changes. For the numbers above, the wall and feed effects each move the rate by less than 15 %, in opposite directions. Ion bombardment, which is left out, can assist the reaction. Where the ion supply rather than $n$ limits the rate, $R=\beta n$ fails and the law does not apply. The model also gives one rate for all wafers, so it cannot describe differences across a wafer or between wafers. For setting an etch time it is safer to measure $R$ at two or more loads, at fixed plasma settings, and to use the fitted line within that range than to compute $A_*$ from assumed values of $\gamma$ and $\tau$.
